# Transfer length and hyperbolic current profile beneath a planar contact

## 1. The long contact

A thin conducting sheet runs beneath a metal contact of width $W$ that begins at $x=0$ and is, to begin with, very long. A current $I$ enters the sheet at the front edge, flows towards positive $x$, and leaks upward into the metal. The metal is at one potential. Let $V(x)$ be the potential of the sheet minus that of the metal, and $I_s(x)$ the current still in the sheet.

Two constants describe the materials. The sheet resistance beneath the contact is $R_s$, in ohm per square. The specific contact resistivity is $\rho_c$, in ohm times area, and the current density through the interface is $J=V/\rho_c$. Practical electrical units are used throughout.

A strip of length $dx$ has resistance $R_s\,dx/W$, and it loses the current $JW\,dx$ to the metal. Hence

$$\frac{dV}{dx}=-\frac{R_s}{W}I_s,\qquad \frac{dI_s}{dx}=-\frac{W}{\rho_c}V. \tag{1}$$

Both signs are negative because the potential falls along the flow and the sheet loses current. Differentiating the first equation and inserting the second gives

$$\frac{d^2V}{dx^2}=-\frac{R_s}{W}\left(-\frac{W}{\rho_c}V\right)=\frac{V}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}}. \tag{2}$$

In a very long contact the growing exponential is excluded, so $V=V_0e^{-x/L_T}$. The first of equations (1) at $x=0$ reads $V_0/L_T=R_sI/W$, so

$$V_0=IZ,\qquad Z=\frac{R_sL_T}{W}=\frac{\sqrt{\rho_cR_s}}{W}. \tag{3}$$

The current also falls as $e^{-x/L_T}$, and a fraction $1-1/e$, or 63%, enters the metal within the first $L_T$.

**Why this length.** Suppose the sheet current were $Ie^{-x/\ell}$ with some other length $\ell$. The sheet dissipates $R_sI_s^2/W$ per unit length. The interface dissipates $\rho_cJ^2W$ per unit length, with $J=-(dI_s/dx)/W=I_s/(\ell W)$. Since $\int_0^\infty e^{-2x/\ell}dx=\ell/2$, the total power is

$$\frac{P}{I^2}=\frac{1}{W}\left(R_s+\frac{\rho_c}{\ell^2}\right)\frac{\ell}{2}=\frac{1}{2W}\left(R_s\ell+\frac{\rho_c}{\ell}\right).$$

Its derivative vanishes when $R_s=\rho_c/\ell^2$, that is, at $\ell=L_T$, and the second derivative is positive there. A shorter path crowds the interface; a longer one wastes power in the sheet. At the minimum the two contributions are equal and add up to $P/I^2=Z$.

## 2. A contact of finite length

Let the contact end at $x=L$, with no sheet current passing that edge. Equation (2) still holds, and its general solution can be written about the far edge:

$$V=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.$$

From (1), with the minus sign of $d(L-x)/dx$ cancelling that of Ohm's law,

$$I_s=-\frac{W}{R_s}\frac{dV}{dx}=\frac{W}{R_sL_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].$$

The condition $I_s(L)=0$ requires $B=0$. The condition $I_s(0)=I$ gives $A=IZ/\sinh(L/L_T)$. Therefore

$$V(x)=IZ\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)},\qquad I_s(x)=I\,\frac{\sinh[(L-x)/L_T]}{\sinh(L/L_T)}. \tag{4}$$

The interface current density $V/\rho_c$ follows the hyperbolic cosine. In a finite contact $L_T$ is the scale in the arguments of these functions; it is the distance of decay by a factor $e$ when $L\gg L_T$.

The contact resistance $R_c=V(0)/I$ and the end resistance $R_e=V(L)/I$ are

$$R_c=Z\coth\frac{L}{L_T},\qquad R_e=\frac{Z}{\sinh(L/L_T)},\qquad \frac{R_c}{R_e}=\cosh\frac{L}{L_T}. \tag{5}$$

If both resistances are measured, the last relation gives $L_T=L/\operatorname{arcosh}(R_c/R_e)$. Then $Z=R_c\tanh(L/L_T)$, and the definitions of $Z$ and $L_T$ yield $\rho_c=ZWL_T$ and $R_s=ZW/L_T$. This inversion needs no assumption that the sheet beneath the metal equals the open sheet. It does assume a thin sheet and an equipotential metal. For a sheet of finite thickness it returns roughly the effective contact resistivity of Section 4, about 5% above $\rho_c$ in the example below.

**Short contact.** For $u=L/L_T\ll1$, $\coth u\approx1/u+u/3$. Using $ZL_T=\rho_c/W$ and $Z/L_T=R_s/W$,

$$R_c\approx\frac{1}{W}\left(\frac{\rho_c}{L}+\frac{R_sL}{3}\right). \tag{6}$$

The first term is the interface resistance under uniform current. The second is the sheet's share: the sheet current then falls linearly, and the mean of $(1-x/L)^2$ is $1/3$.

**Long contact.** For $u\gg1$, $\coth u\approx1+2e^{-2u}$, and $R_c$ tends to $Z$. Added length then carries little current.

**Numerical evaluation.** For large $u$ the separate hyperbolic functions overflow. Multiplying numerator and denominator by $e^{-u}$ gives the safe form

$$\frac{V}{IZ}=\frac{e^{-x/L_T}+e^{-(2L-x)/L_T}}{1-e^{-2L/L_T}}.$$

The expression for $I_s/I$ has a minus sign between the two exponentials in the numerator.

## 3. Worked example

The inputs are rough typical values for cobalt on heavily doped n-type silicon: electron density $2\times10^{20}$ cm$^{-3}$, mobility 60 cm$^2$/Vs, sheet thickness $t=30$ nm, $\rho_c=10^{-8}$ ohm cm$^2$, $L=100$ nm, $W=1000$ nm and $I=0.5$ mA.

The silicon resistivity is $1/(en\mu)=5.20\times10^{-4}$ ohm cm. Division by $3\times10^{-6}$ cm gives $R_s=173.4$ ohm per square. Since $10^{-8}$ ohm cm$^2$ is $10^6$ ohm nm$^2$,

$$L_T=\sqrt{\frac{10^6}{173.4}}\ \text{nm}=75.9\ \text{nm},\qquad Z=\frac{\sqrt{10^6\times173.4}}{1000}\ \text{ohm}=13.17\ \text{ohm}.$$

With $L/L_T=1.317$, equation (5) gives $R_c=15.2$ ohm and $R_e=7.6$ ohm. The sheet-to-metal voltage is 7.6 mV at the front and 3.8 mV at the far edge. It halves over the whole contact, whereas the sheet current falls to zero. At $x=75$ nm, close to one transfer length, 19% of the current remains in the sheet; a very long contact would still have about 37% there.

The front interface density is $7.6\times10^5$ A/cm$^2$ and the mean is $5.0\times10^5$ A/cm$^2$. Their ratio follows from (5) as $R_cLW/\rho_c=(L/L_T)\coth(L/L_T)=1.52$.

With $R_s$, $\rho_c$ and $W$ fixed, contacts of 25, 50, 100, 200 and 400 nm have resistances of 41.4, 22.8, 15.2, 13.3 and 13.2 ohm. At 25 nm, equation (6) gives $40.0+1.4=41.4$ ohm. Doubling the length from 100 to 200 nm saves 1.9 ohm; the next doubling saves 0.1 ohm.

As a test, the 100 nm contact was replaced by a network of 4000 discrete cells obeying Kirchhoff's laws. Its contact resistance agreed with (5) to within one part in $10^5$, both when the open sheet before the contact had resistance $R_s$ and when it had $2R_s$. The value beneath the metal sets the transfer.

**Sensitivity to the inputs.** At fixed $L$, $d u/d\ln\rho_c=-u/2$ and $d\ln\coth u/du=-2/\sinh2u$. Hence

$$\frac{\partial\ln R_c}{\partial\ln\rho_c}=\frac12+\frac{u}{\sinh2u},\qquad \frac{\partial\ln R_c}{\partial\ln R_s}=\frac12-\frac{u}{\sinh2u}. \tag{7}$$

For $u=1.317$ these are about 0.69 and 0.31. An error of 10% in $\rho_c$ therefore moves $R_c$ by about 7%.

## 4. Finite sheet thickness

Equations (1) treat the potential as uniform through the sheet. Let $z$ run downward from the interface to an insulating bottom at $z=t$, and let $\phi(x,z)$ be the potential relative to the metal. With bulk resistivity $\rho=R_st$, the upward current density is $(1/\rho)\,\partial\phi/\partial z$. At the interface it equals $\phi/\rho_c$.

A solution of Laplace's equation with no current through the bottom is $\phi=e^{-\kappa x}\cos[\kappa(t-z)]$. The interface condition gives $\kappa\sin\kappa t=(\rho/\rho_c)\cos\kappa t$. With $q=\kappa t$ this becomes

$$q\tan q=\frac{\rho t}{\rho_c}=\left(\frac{t}{L_T}\right)^2. \tag{8}$$

The smallest positive root gives the slowest decay, with length $t/q$. For small $q$, $q\tan q\approx q^2(1+q^2/3)$, so $1/q^2\approx(L_T/t)^2+1/3$ and

$$\frac{t}{q}\approx\sqrt{L_T^2+\frac{t^2}{3}}. \tag{9}$$

The same correction can be put into the resistance. Where the profile varies slowly over a distance $t$, the horizontal current is nearly uniform in depth. Current conservation then makes the upward density fall linearly from $J$ at the interface to zero at the bottom: $J(1-z/t)$. Integrating Ohm's law from the interface,

$$\phi(z)-\phi(0)=\rho J\left(z-\frac{z^2}{2t}\right).$$

The depth average of the bracket is $t/2-t/6=t/3$. The mean sheet potential is therefore $J(\rho_c+\rho t/3)$. Since this mean potential drives the total horizontal current, equations (1) retain their form with

$$\rho_c\ \longrightarrow\ \rho_c+\frac{R_st^2}{3}. \tag{10}$$

Dividing by $R_s$ recovers (9). The argument fails within a distance of order $t$ from the front edge, where $J$ starts abruptly, and likewise near the far edge if the sheet continues past the contact.

In the example $t/L_T=0.395$, and the decay length rises from 75.9 to 77.9 nm. A two-dimensional conduction calculation, with the sheet ending at $x=L$, gives $R_c=15.71$ ohm, 3.3% above the thin-sheet value; replacement (10) gives 15.75 ohm. The difference is 0.24% of the thin-sheet $R_c$. At half the thickness, with $R_s$, $\rho_c$ and $L$ fixed, it is about 0.03%. The reduction, by between 7 and 8 times, is close to the factor 8 of a remainder of third order in $t/L_T$.

## 5. Resistive metal

Suppose the metal has sheet resistance $R_m$ and is drained at $x=L$. It carries $I-I_s$, so its own voltage drop changes the first of equations (1) to

$$\frac{dV}{dx}=-\frac{R_sI_s-R_m(I-I_s)}{W}.$$

The second is unchanged. Differentiating it and inserting this result gives

$$\frac{d^2I_s}{dx^2}=\frac{I_s-aI}{\lambda^2},\qquad \lambda=\sqrt{\frac{\rho_c}{R_s+R_m}},\qquad a=\frac{R_m}{R_s+R_m}.$$

The constant $aI$ is a particular solution. Adding hyperbolic sines to meet $I_s(0)=I$ and $I_s(L)=0$, with $s=L/\lambda$,

$$\frac{I_s}{I}=a+\frac{(1-a)\sinh[(L-x)/\lambda]-a\sinh(x/\lambda)}{\sinh s}. \tag{11}$$

The resistance from the sheet's front edge to the metal's far edge has two parts. The interface part is $V(0)/I=-(\rho_c/WI)\,dI_s/dx$ at $x=0$. The metal part is $(R_m/WI)\int_0^L(I-I_s)dx$, in which each hyperbolic sine ratio integrates to $\lambda\tanh(s/2)$. Thus

$$R=\frac{\rho_c}{W\lambda}\left[(1-a)\coth s+\frac{a}{\sinh s}\right]+\frac{R_m}{W}\left[(1-a)L-(1-2a)\lambda\tanh\frac{s}{2}\right]. \tag{12}$$

For $R_m=0$ this returns to (5). A 30 nm cobalt film with a rough resistivity of 15 microohm cm has $R_m=5$ ohm per square. Then $\lambda=74.9$ nm and $R=15.4$ ohm, an increase of 1.3%. Metal fed from above over its whole area is closer to the equipotential case.

## 6. Other neglected effects

**Depletion.** The metal removes electrons from the top of the silicon. For uniform donor density $N$, permittivity $\epsilon$ and band bending $\psi$ in volts, two integrations of Poisson's equation give a depleted width $w=\sqrt{2\epsilon\psi/(eN)}$. The electrons are degenerate: filling six parabolic valleys at 300 K puts the Fermi level 0.112 eV above the band edge. With a rough barrier of 0.60 eV, the bending is 0.712 V and $w=2.15$ nm. This width is close to the mean donor spacing, $N^{-1/3}=1.7$ nm, so a uniform donor density is only a rough model here. The abrupt edge is also an idealisation: degenerate electrons reach into the layer, which lowers the width and the junction field by about 4%. In this model the conducting thickness falls from 30 to 27.85 nm, which raises $R_s$ to 186.7 ohm per square. At fixed $\rho_c$, $L_T$ becomes 73.2 nm and $R_c$ rises by 2.4%.

**Tunnelling.** The field at the junction is 6.6 MV/cm, and electrons tunnel through the thin barrier. At such a field the classical image-force estimate $\sqrt{eF/(4\pi\epsilon)}$, with $F$ the field, lowers the barrier top by about 0.3 eV; this is left out, so the parabolic barrier below is only a rough shape. For an electron of mass $m$ at the band bottom, the barrier height is $e\psi(1-z/w)^2$, and the tunnelling exponent is

$$\frac{2}{\hbar}\int_0^w\sqrt{2me\psi}\left(1-\frac{z}{w}\right)dz=\frac{w\sqrt{2me\psi}}{\hbar}=\frac{e\psi}{E_{00}},\qquad E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\epsilon}}.$$

A forward voltage, with the metal positive relative to the n-type silicon, lowers $\psi$ and raises the transmission exponentially. The current then runs from the metal into the sheet, opposite to the direction chosen in Section 1; reversing all currents and voltages leaves the linear equations unchanged. With $V$ and $J$ now magnitudes and $V_t=E_{00}/e$, the model law $J=(V_t/\rho_c)(e^{V/V_t}-1)$ keeps the slope $1/\rho_c$ at zero voltage. The light and heavy silicon masses, $0.19$ and $0.92$ electron masses, give $E_{00}=0.176$ and $0.080$ eV. Solving the sheet equation with this law at 0.5 mA lowers $R_c$ by 1.1% and 2.3%, respectively. These figures belong to the model law and do not predict the change in a real contact. The law leaves out a competing effect: a forward voltage also lets electrons of lower energy contribute, and these tunnel less easily. At a few millivolts the two effects are of similar size, so the model does not settle even the sign of the change.

**Temperature.** A rough coefficient of $10^{-3}$ per K raises $R_s$ by 6% at 360 K. With $\rho_c$ held fixed, $R_c$ rises by 1.85%, close to the linear estimate $0.31\times6\%\approx1.9\%$ from (7). The contact dissipates $I^2R_c=3.8$ microwatt. Radial heat flow through a half-cylinder of solid silicon of length $W$, from an inner radius $L/2=50$ nm to a sink at 100 micrometres, with a rough conductivity of 100 W/(m K), gives a rise of about 0.09 K. Heat spreading beyond the ends of the half-cylinder is ignored and would lower this value. The estimate leaves out a buried insulator and the extra resistance to heat flow near a source that is not large compared with the phonon mean free paths; both would raise the value.

**Transport.** The mean free path is about 3.5 nm, well below both $t$ and $L_T$, which supports the use of local resistivity. The field along the sheet at the front edge is $9\times10^{-4}$ MV/cm, far below silicon's rough breakdown field of a few tenths of a MV/cm. The junction field exceeds that value, but it acts over about 2 nm and a drop of 0.7 V, less than the band gap, so it does not start an avalanche.

## 7. Use for real contacts

The example represents a moderately resistive cobalt contact to silicon. Heating can form a cobalt silicide between the two; its interface resistance must then be included in $\rho_c$, and $t$ must mean the silicon left beneath it. The example's $R_s$ assumes an unchanged sheet under the metal, which a real contact does not have. Depletion alone moves this example by 2.4% at fixed $\rho_c$, and silicon consumed by the silicide raises $R_s$ further. Adding the separate changes for thickness, metal, depletion and warm operation gives a first-order increase in $R_c$ of roughly 9%. The voltage dependence of tunnelling is left out of this sum because its sign is not settled here.

Contacts for small transistors can have $\rho_c$ near $10^{-9}$ ohm cm$^2$, ten times below the value used here. With the same $R_s$, $L_T$ would be $75.9/\sqrt{10}=24$ nm, less than the 30 nm sheet thickness. The thin-sheet profile would then be unsuitable. For the same $L$ and $W$, equation (5) would fall about 16% below the two-dimensional resistance and replacement (10) would lie about 4% above it; closer values would call for a two-dimensional calculation. The printed values for the example are in the numerical output.

## Table of computed values

```
electron density 2.0e+20 cm^-3
mobility 60 cm2/Vs; T 300 K
sheet thickness 30 nm
contact length 100 nm, width 1000 nm
contact resistivity 1.0e-08 ohm cm2
current 0.50 mA
silicon resistivity 5.201e-04 ohm cm
sheet resistance 173.4 ohm per square
transfer length LT 75.95 nm
L/LT 1.3167; t/LT 0.3950 (no unit)
Z 13.167 ohm
contact resistance Rc 15.205 ohm
end resistance 7.604 ohm; Rc/Re 1.9996
long contact: fraction within LT 0.6321
trial length of least loss 75.95 nm
x 0 nm: V 7.603 mV, I_s/I 1.0000
x 25 nm: V 5.812 mV, I_s/I 0.6676
x 50 nm: V 4.656 mV, I_s/I 0.4083
x 75 nm: V 4.010 mV, I_s/I 0.1936
x 100 nm: V 3.802 mV, I_s/I 0.0000
front interface density 7.603e+05 A/cm2
mean interface density 5.000e+05 A/cm2
front/mean density 1.5205
L 25 nm: Rc 41.434 ohm
L 50 nm: Rc 22.809 ohm
L 100 nm: Rc 15.205 ohm
L 200 nm: Rc 13.304 ohm
L 400 nm: Rc 13.168 ohm
layer decay length 77.92 nm (root)
layer decay length 77.92 nm (2D numeric)
layer decay length 77.90 nm (simple)
2D layer Rc 15.714 ohm, change 3.35 %
simple layer Rc 15.750 ohm
remainder, t and t/2: 2.37e-03, 3.07e-04
Co resistivity 15 microohm cm (rough)
Co film 30 nm, 5.00 ohm per square
with Co film: length 74.87 nm
with Co film: R 15.402 ohm, change 1.29 %
Fermi level above band edge 0.1124 eV
mean free path 3.45 nm
barrier 0.60 eV (rough); bending 0.712 eV
depletion width 2.15 nm
junction field 6.64 MV/cm
depleted: R_s 186.7 ohm, LT 73.18 nm
depleted: Rc 15.566 ohm, change 2.37 %
light mass: E00 0.1761 eV, Rc change -1.06 %
heavy mass: E00 0.0800 eV, Rc change -2.29 %
masses 0.19, 0.92 m_e; permittivity 11.7
R_s coefficient 1.0e-03 per K (rough)
at 360 K: Rc 15.486 ohm, change 1.85 %
contact power 3.80 microwatt
heat conductivity 100 W/(m K) (rough)
self-heating 0.092 K, sink at 100 um
sheet field at front 8.67e-04 MV/cm
```
